\section*{The g Shift of a p Dangling Bond from Spin-Orbit Perturbation}

\section{What has to be converged}

Before computing the $g$ tensor of a dangling bond, one must decide which orbitals enter the sum over states and how accurate their energies must be. For an unpaired electron in a pure $p$ orbital the two components make different demands. To first order in the spin-orbit constant, the component along the bond axis needs no orbital energies, because its shift is zero. The transverse component needs the gaps to both the filled and the empty orbitals, because their contributions have opposite signs and partly cancel. Leaving out either set can change the size of the shift, and even its sign.

\section{Model and conventions}

The dangling orbital is $|0\rangle=|p_z\rangle$ on one atom, with $z$ along the bond axis. It is real, non-degenerate and singly occupied. Every other spatial orbital $|n\rangle$ is real and either doubly occupied or empty. The electrons are independent, each with the Hamiltonian
\begin{equation}
h=h_0+\lambda\,\mathbf l\cdot\mathbf s+\mu_B\mathbf B\cdot(\mathbf l+g_e\mathbf s),\qquad h_0|n\rangle=E_n|n\rangle .
\end{equation}
Here $\mathbf l$ and $\mathbf s$ are in units of $\hbar$, $\mu_B>0$, $g_e=2.002319$ and $\lambda>0$. The operator $\mathbf l$ is taken about the nucleus of the central atom and acts on its $p$ shell alone. The signed gap is
\begin{equation}
D_n=E_n-E_0 ,
\end{equation}
positive for empty orbitals and negative for filled ones. The shift $\Delta g$ is measured from $g_e$.

\section{Angular momentum acting on $p_z$}

Write $p_j=x_jf(r)$ and use $\partial_jf=x_jf'/r$. Then
\begin{align}
l_x(zf)&=-i(y\partial_z-z\partial_y)(zf)
=-i\left(yf+\frac{yz^2f'}{r}-\frac{yz^2f'}{r}\right)=-i\,yf,\\
l_y(zf)&=-i(z\partial_x-x\partial_z)(zf)
=-i\left(\frac{xz^2f'}{r}-xf-\frac{xz^2f'}{r}\right)=+i\,xf,\\
l_z(zf)&=-i(x\partial_y-y\partial_x)(zf)
=-i\left(\frac{xyzf'}{r}-\frac{xyzf'}{r}\right)=0 .
\end{align}
Hence $l_x|p_z\rangle=-i|p_y\rangle$, $l_y|p_z\rangle=i|p_x\rangle$ and $l_z|p_z\rangle=0$. A field along the axis finds no orbital moment to induce, while a transverse field mixes in the $p$ orbital perpendicular to both the field and the axis.

\section{Second-order energy}

In first order $\langle0|\mathbf l|0\rangle=0$, as the three results show, so only the spin Zeeman term survives. That term does not connect different spatial orbitals. The operator that does is
\begin{equation}
V=\sum_i l_i a_i,\qquad a_i=\lambda s_i+\mu_BB_i .
\end{equation}
Treat the spin as an operator and neglect the Zeeman energy beside $D_n$. Second-order perturbation theory for the electron in $|0\rangle$ then gives
\begin{equation}
H_{\rm eff}=g_e\mu_B\mathbf B\cdot\mathbf s-\sum_{ij}\Lambda_{ij}a_ia_j,\qquad
\Lambda_{ij}=\sum_{n\ne0}\frac{\langle0|l_i|n\rangle\langle n|l_j|0\rangle}{D_n}.
\label{eq:heff}
\end{equation}
Between real orbitals the matrix elements of $\mathbf l$ are imaginary, so $\Lambda$ is real and symmetric. The product expands as
\begin{equation}
a_ia_j=\lambda^2s_is_j+\lambda\mu_B(s_iB_j+B_is_j)+\mu_B^2B_iB_j .
\end{equation}
For spin one-half $s_is_j+s_js_i=\delta_{ij}/2$, so the first term adds only the constant $-\lambda^2\,{\rm Tr}\,\Lambda/4$. The last term does not depend on spin. By the symmetry of $\Lambda$, the two middle terms are equal after summation and contribute $-2\lambda\mu_B\sum_{ij}\Lambda_{ij}B_is_j$. Comparison with $\mu_B\sum_{ij}B_ig_{ij}s_j$ gives
\begin{equation}
g_{ij}=g_e\delta_{ij}-2\lambda\Lambda_{ij}.
\label{eq:g}
\end{equation}
The energy is of second order in $V$, but the $g$ shift is of first order in $\lambda$: the other factor is the field.

\section{Why filled orbitals enter with a signed gap}

Equation~(\ref{eq:heff}) treats one electron and lets it visit filled orbitals, which the exclusion principle forbids. For independent electrons the total energy is nevertheless the sum of the occupied eigenvalues of $h$. At zero field these eigenvalues form Kramers pairs. The Zeeman operator is odd under time reversal, so its trace over a pair is zero, and a doubly occupied pair has no energy linear in $\mathbf B$. The linear term therefore comes from the singly occupied pair, whose one-electron perturbation sum runs over all other orbitals with signed gaps.

The allowed virtual processes confirm the sign. Put the field along $i$ and let the unpaired electron have spin up. If $n$ is empty, this electron moves to $n$ and back. If $n$ is filled, an electron leaves $n$ for the hole in $|0\rangle$; that hole accepts spin down, and the cost is $|D_n|$. The spin-conserving energies are
\begin{equation}
-\frac{|\langle n|l_i|0\rangle|^2(\mu_BB+\lambda/2)^2}{D_n}
\quad\hbox{and}\quad
-\frac{|\langle n|l_i|0\rangle|^2(\mu_BB-\lambda/2)^2}{|D_n|}.
\end{equation}
Their cross terms are $\mp\lambda\mu_BB|\langle n|l_i|0\rangle|^2/|D_n|$. Setting each equal to $\frac12\Delta g\,\mu_BB$ gives $\Delta g=\mp2\lambda|\langle n|l_i|0\rangle|^2/|D_n|$, with the upper sign for empty $n$. This is $-2\lambda|\langle n|l_i|0\rangle|^2/D_n$ in both cases.

\section{The result}

Since $l_z|0\rangle=0$, every element of $\Lambda$ with an index $z$ vanishes. The bond axis is thus a principal axis, with $\Delta g_{zz}=0$. For the transverse elements $|\langle n|l_x|0\rangle|^2=|\langle n|p_y\rangle|^2$, and likewise with $x$ and $y$ exchanged, so
\begin{equation}
\Delta g_{xx}=-2\lambda\sum_n\frac{|\langle n|p_y\rangle|^2}{D_n},\qquad
\Delta g_{yy}=-2\lambda\sum_n\frac{|\langle n|p_x\rangle|^2}{D_n}.
\label{eq:rhombic}
\end{equation}
If $\Lambda_{xy}\ne0$, a rotation of $x$ and $y$ about $z$ removes it. In axial symmetry, let $w_n$ be the weight in $n$ of the central transverse orbital, taken for one of the two equivalent directions. Then
\begin{equation}
\Delta g_\parallel=0,\qquad \Delta g_\perp=-2\lambda R,\qquad R=\sum_n\frac{w_n}{D_n}.
\label{eq:main}
\end{equation}
One pure $p$ partner per direction gives $\Delta g_\perp=-2\lambda/D$, the inverse-gap law. With several partners each term follows an inverse gap, but the total need not.

The law was tested by diagonalizing the many-electron Hamiltonian of the model over all determinants, with $\lambda=0.02$ eV. For empty partners at $D=1$, 2 and 4 eV, $\Delta g_\perp$ is $-0.040796$, $-0.020200$ and $-0.010050$, against $-0.04$, $-0.02$ and $-0.01$ from the law. For filled partners at $-1$ eV it is $+0.039196$, against $+0.04$. With $p_x$ at 2 eV and $p_y$ at 3 eV, the diagonalized values are $\Delta g_{xx}=-0.01350$ and $\Delta g_{yy}=-0.02011$. The field along $x$ does probe the gap to $p_y$.

\section{The next order in $\lambda$}

The axial shift is not zero in the next order. In axial symmetry combine the transverse orbitals into $|n,\pm1\rangle$, with real amplitude $a_n$ on the central orbitals $p_{\pm1}$, so that $w_n=a_n^2$. From
\begin{equation}
\mathbf l\cdot\mathbf s=l_zs_z+\tfrac12(l_+s_-+l_-s_+)
\end{equation}
and $l_+|p_0\rangle=\sqrt2|p_1\rangle$, the state $|0\uparrow\rangle$ couples to $|n,1,\downarrow\rangle$ with strength $\lambda a_n/\sqrt2$. The latter states couple among themselves with $-\lambda a_na_m/2$. Write one member of the open pair as
\begin{equation}
|+\rangle=c|0\uparrow\rangle+\sum_nb_n|n,1,\downarrow\rangle .
\end{equation}
Its energy changes by $O(\lambda^2)$, which affects $b_n$ only in third order. To second order the eigenvalue equation is therefore
\begin{equation}
D_nb_n+\frac{\lambda a_n}{\sqrt2}-\frac{\lambda a_n}{2}\sum_ma_mb_m=0 .
\end{equation}
The first-order solution is $b_n=-\lambda a_n/(\sqrt2D_n)$, so $\sum_ma_mb_m=-\lambda R/\sqrt2$. Inserting this in the last term gives
\begin{equation}
b_n=-\frac{\lambda a_n}{\sqrt2D_n}-\frac{\lambda^2a_nR}{2\sqrt2D_n},\qquad
\sum_na_nb_n=-\frac{\lambda R}{\sqrt2}-\frac{\lambda^2R^2}{2\sqrt2}.
\end{equation}
Normalization gives $c^2=1-\lambda^2Q/2$ with $Q=\sum_nw_n/D_n^2$. The partner state is $|-\rangle=c|0\downarrow\rangle+\sum_nb_n|n,-1,\uparrow\rangle$, and
\begin{align}
g_\parallel&=2\langle+|l_z+g_es_z|+\rangle
=2\Big(\sum_na_nb_n\Big)^2+g_e\Big(c^2-\sum_nb_n^2\Big),\\
g_\perp&=2\langle+|l_x+g_es_x|-\rangle
=g_ec^2+2\sqrt2\,c\sum_na_nb_n .
\end{align}
The second line uses $\langle p_0|l_x|p_{\pm1}\rangle=1/\sqrt2$, which enters twice. Keeping terms up to $\lambda^2$,
\begin{equation}
\Delta g_\parallel=\lambda^2(R^2-g_eQ),\qquad
\Delta g_\perp=-2\lambda R-\lambda^2\left(R^2+\tfrac12g_eQ\right).
\label{eq:next}
\end{equation}
For a single partner the axial shift is $-(g_e-1)\lambda^2/D^2$, negative for either sign of $D$. The expansion needs $\lambda\ll|D_n|$. For one pure empty partner the first-order law is about 9\% off at $D=10\lambda$, and the second-order formula is about 8\% off at $D=3\lambda$. When a partner of appreciable weight comes within a few $\lambda$ of the dangling level, the full matrix must be diagonalized. The $R^2$ terms also rest on the restriction of $\mathbf l$ to the central atom, even for a pure $p_z$ dangling orbital. Suppose the rest of each partner is a transverse $p$ orbital on a neighbour lying on the axis. Its own $l_z$ then replaces $R^2$ by $Q$ in $\Delta g_\parallel$, and spin-orbit coupling of the same $\lambda$ on that neighbour does so in $\Delta g_\perp$. In the example below this halves the axial term and nearly doubles the second-order transverse one.

\section{Back-bonds and cancellation}

Let each transverse $p$ orbital, at energy $\epsilon_p$ above the dangling level, couple with strength $t$ to a neighbour hybrid at $\epsilon_h$. The sum $R$ is the central-atom element of the inverse of this block:
\begin{equation}
R=\left[\begin{pmatrix}\epsilon_p&t\\t&\epsilon_h\end{pmatrix}^{-1}\right]_{11}
=\frac{\epsilon_h}{\epsilon_p\epsilon_h-t^2}.
\end{equation}
For $\epsilon_h=0$ and $t\ne0$ the bonding and antibonding terms cancel and the first-order transverse shift vanishes, although neither gap is infinite. A small measured shift therefore does not by itself imply large gaps.

\section{Numerical example}

Take $\lambda=0.02$ eV, $\epsilon_p=\epsilon_h=1$ eV and $t=-4$ eV. The block has eigenvalues $1\mp4$, that is $D_b=-3$ eV (filled bonding) and $D_a=+5$ eV (empty antibonding), each with $w=1/2$. Then
\begin{equation}
\Delta g_\perp=-0.04\left(\frac{0.5}{-3}+\frac{0.5}{5}\right)
=0.006667-0.004000=+0.002667 .
\end{equation}
Equation~(\ref{eq:next}) adds $-0.000032$ to this and gives $\Delta g_\parallel=-0.000059$. Diagonalization yields $+0.002635$ and $-0.000059$, in agreement.

To first order $g_\parallel=2.00232$ and $g_\perp=2.00499$. At 9.5 GHz the resonance fields $B=h\nu/(g\mu_B)$ are 338.98 mT and 338.53 mT, so the lines lie 0.45 mT apart. For a field at angle $\theta$ to the axis the spin sees the vector $(g_\perp\sin\theta,0,g_\parallel\cos\theta)B$, whose length gives
\begin{equation}
g(\theta)^2=g_\parallel^2\cos^2\theta+g_\perp^2\sin^2\theta .
\end{equation}
Two tetrahedral bonds make an angle of $109.47^\circ$, so their axes cross at $70.53^\circ$. At this $\theta$, $\cos^2\theta=1/9$ and $g=2.00469$. The level splitting of the full model for a field at that angle gives 2.00465; the difference is the next order in $\lambda$.

\section{Neglected effects and the real silicon bond}

\paragraph{Incomplete $p$ weight.} Suppose $|0\rangle=\beta|p_z\rangle+|r\rangle$ with $\mathbf l|r\rangle=0$, as for an $s$ admixture. Then $l_i|0\rangle=\beta l_i|p_z\rangle$. The axial first-order shift remains zero and the transverse one is multiplied by $\beta^2$. With $\beta^2=0.7$ the example falls to $+0.00187$.

\paragraph{Neighbours.} If part of $|0\rangle$ lies in neighbour $p$ orbitals, spin-orbit coupling there contributes too. Let their total weight be $q$. Since $l_i^2\le1$ in a $p$ shell, the terms with both operators on the same neighbour are at most $2\lambda q/|D|_{\min}$ in size. For $q=0.2$, the same $\lambda$ and gaps of at least 3 eV, this bound is 0.0027, as large as the calculated shift. Terms linking different atoms are not covered by it. Neighbour terms can also make the axial shift non-zero in first order, because $l_z$ about a neighbour need not annihilate a tilted $p$ orbital.

\paragraph{Electron repulsion.} Excitation energies differ from orbital gaps. Reducing both gaps by 0.5 eV at fixed weights raises $\Delta g_\perp$ to 0.0036, by one third. Moving the dangling level instead, at fixed weights, has a larger effect: 0.5 eV up gives 0.0013, 0.5 eV down gives 0.0044, and 1 eV up makes the two terms cancel. These numbers measure sensitivity; the repulsion itself has not been calculated. It also spin-polarizes the filled pairs, whose two contributions then no longer cancel exactly.

\paragraph{Relativistic mass.} For an electron in a uniform field the squared Dirac equation contains $c^2e\hbar\,\boldsymbol\sigma\cdot\mathbf B$ in $E^2$. Its effect on $E$ is this term divided by $2E\simeq2(mc^2+T)$, which multiplies the spin moment by $1-T/mc^2$, where $T$ is the kinetic energy. As an estimate for the bound electron,
\begin{equation}
\Delta g_{\rm mass}\simeq-g_e\frac{T}{mc^2}.
\end{equation}
Restricted open-shell Hartree--Fock for a free silicon atom gives $T=25.5$ eV for the $3p$ electron in the cc-pVQZ basis, 0.06 eV below the cc-pVTZ value. The shift is $-0.00010$, isotropic and larger than the axial $\lambda^2$ term of the example. Correlation, the solid and the gauge correction from the potential gradient are left out. The gauge correction has the opposite sign and depends on direction: for the free atom it offsets roughly a fifth of the mass shift along the axis of the $p$ orbital and two fifths across it.

\paragraph{Comparison with silicon.} The spin-orbit constant is a rough value for the silicon $3p$ shell, and 9.5 GHz is a usual spectrometer frequency. For dangling bonds at the interface of silicon with its oxide, $g_\parallel$ lies close to $g_e$ and $g_\perp$ is higher by roughly 0.006. The example also has the larger shift across the axis, but less than half the size. Its positive sign is no prediction, because it follows from the choice $\epsilon_h>0$: with $\epsilon_h=-1$ eV the transverse shift would be $-0.0024$. The energies are illustrative and do not follow the level order of the silicon atom, where a pure $p_z$ level is degenerate with $p_x$ and $p_y$ and an $sp^3$ hybrid lies about 2 eV lower. With $\epsilon_p=0$ and $\epsilon_h=-2$ eV the model gives $-0.005$, the wrong sign. Its two sharp levels are a strong simplification. In silicon the back-bond states spread into bands whose edges lie within about 1 eV of the dangling level, so $R$ becomes an integral over the bands in which, for equal weight, nearer states count more. The bonding term alone would give 0.0067, but this does not show that the antibonding term is absent in the real defect. Heat is a minor matter for the model's occupations: the thermal energy at 300 K is 0.026 eV, against a smallest gap of 3 eV.

\section{Implementation}

\begin{enumerate}
\item Sum over spatial orbitals, each counted once, with $D_n=E_n-E_0$. Do not also reverse the sign of $\lambda$ for filled orbitals.
\item Include filled and empty orbitals to comparable accuracy, and print their two partial sums. If they nearly cancel, independent errors in them can make the relative error of the total far larger than that of either part.
\item Use equation~(\ref{eq:rhombic}) when the two transverse directions differ, and equation~(\ref{eq:next}) to judge the rough size, not the value, of the neglected order in axial symmetry.
\item Do not read a small $\Delta g_\parallel$ as a measure of $\lambda$ or of one gap. In the example the mass correction and the $\lambda^2$ term are comparable, near $10^{-4}$. With gaps of $-1$ and $+1$ eV at equal weights the $\lambda^2$ term would grow to $-0.0008$. Neighbour terms may exceed both.
\end{enumerate}
The numerical output lists most of the computed values quoted above; most of the others follow directly from equations~(\ref{eq:main}) and~(\ref{eq:next}).

\section*{Calculated quantities}
\begin{verbatim}
free-electron g_e = 2.002319
spin-orbit constant lam = 0.020 eV
single pure p partner pair: signed gap D, diagonalized shifts
 D=+1 eV: perp -0.040796, -2lam/D -0.040000, par -0.000409
 D=+2 eV: perp -0.020200, -2lam/D -0.020000, par -0.000101
 D=+4 eV: perp -0.010050, -2lam/D -0.010000, par -0.000025
 D=-1 eV: perp +0.039196, -2lam/D +0.040000, par -0.000393
 D=-2 eV: perp +0.019799, -2lam/D +0.020000, par -0.000099
 D=-4 eV: perp +0.009950, -2lam/D +0.010000, par -0.000025
rhombic, p_x at 2 eV and p_y at 3 eV: dg_xx -0.013500, dg_yy -0.020110
silicon-like back-bonded example (rough parameters)
 p_x,p_y site energy 1.0 eV, hybrid 1.0 eV, coupling -4.0 eV
 bonding gap -3.000 eV, weight 0.500
 antibonding gap +5.000 eV, weight 0.500
 R = -0.066667 1/eV, Q = 0.075556 1/eV^2
 bonding part of dg_perp = +0.006667
 antibonding part of dg_perp = -0.004000
 dg_perp, first order in lam = +0.002667
 dg_perp, next-order term = -0.0000320
 dg_par, next-order term = -0.0000587
 diagonalized: dg_perp +0.0026346, dg_par -0.0000587
 error ratio on halving lam: perp 4.002, par 3.997
 g_par = 2.00232, g_perp = 2.00499
 fields at 9.5 GHz: par 338.984 mT, perp 338.533 mT
 line separation = 0.451 mT
 bond at 70.53 deg to field: g = 2.00469, from levels 2.00465
sizes of neglected effects
 hybrid test, p weight 0.7, gap 2 eV: perp -0.014140, law -0.014000
 example dg_perp with p weight 0.7 = +0.001867
 same-atom bound, neighbour weight 0.2: 0.002667
 dg_perp with both gaps 0.5 eV smaller = +0.003556
 Dirac test of mass correction: g 1.997504, law 1.997500
 Si 3p kinetic energy, ROHF/cc-pVQZ = 25.53 eV
 change from cc-pVTZ to cc-pVQZ = -0.061 eV
 isotropic mass correction to g = -0.000100
 thermal energy at 300 K = 0.0259 eV, smallest gap 3.0 eV
\end{verbatim}
